\section*{The Force from a Nonlinear Core Correction, Questioned Step by Step}

\section{Where the force comes from}

\textbf{Q.} A model core density is frozen and moves rigidly with its ion. It has no orbitals to respond to anything. Why should it produce a force at all?

\textbf{A.} Because it stands inside a nonlinear functional. Let $n_v$ be the valence density and
\begin{equation}
n_c(\mathbf r)=\sum_I n_c^I(|\mathbf r-\mathbf R_I|),\qquad n=n_v+n_c ,
\end{equation}
with the ions at $\mathbf R_I$. In Hartree atomic units the energy with the core correction is
\begin{equation}
E=\sum_i f_i\langle\psi_i|{-\tfrac12}\nabla^2+V_{\rm ps}|\psi_i\rangle
+E_{\rm H}[n_v]+E_{\rm xc}[n_v+n_c]+E_{\rm ion},
\label{eq:energy}
\end{equation}
where $n_v=\sum_i f_i|\psi_i|^2$, the occupations $f_i$ are fixed integers, $V_{\rm ps}$ is the sum of the local and nonlocal pseudopotentials, and $E_{\rm ion}$ is the ion--ion energy. The core density is absent from $E_{\rm H}$, because the electrostatic effect of the core is already contained in $V_{\rm ps}$. It is present in $E_{\rm xc}$, because $E_{\rm xc}[n_v+n_c]$ is not $E_{\rm xc}[n_v]+E_{\rm xc}[n_c]$ where the two densities overlap. If an ion moves and a nonuniform $n_v$ is held still, the overlap in general changes, and so does the energy.

\textbf{Q.} But $n_v$ is not held still. It follows the ion, and $E_{\rm xc}$ changes for that reason too.

\textbf{A.} It does, and the change has to be followed through the whole energy. Define
\begin{equation}
H=-\tfrac12\nabla^2+V_{\rm ps}+v_{\rm H}[n_v]+v_{\rm xc}[n_v+n_c],
\qquad v_{\rm xc}=\frac{\delta E_{\rm xc}}{\delta n}.
\end{equation}
Under a displacement of $\mathbf R_I$, the Hartree energy changes by $\int v_{\rm H}\,\delta n_v$ and the exchange-correlation energy by $\int v_{\rm xc}(\delta n_v+\delta n_c)$. Writing $\delta n_v=\sum_i f_i(\delta\psi_i^*\psi_i+\psi_i^*\delta\psi_i)$ collects all orbital changes into matrix elements of $H$:
\begin{align}
\frac{dE}{d\mathbf R_I}={}&\sum_i f_i\Big\langle\psi_i\Big|\frac{\partial V_{\rm ps}}{\partial\mathbf R_I}\Big|\psi_i\Big\rangle
+\int v_{\rm xc}\frac{\partial n_c}{\partial\mathbf R_I}\,d\mathbf r
+\frac{\partial E_{\rm ion}}{\partial\mathbf R_I}\nonumber\\
&+\sum_i f_i\Big[\Big\langle\frac{d\psi_i}{d\mathbf R_I}\Big|H\Big|\psi_i\Big\rangle+{\rm c.c.}\Big].
\label{eq:deriv}
\end{align}
At self-consistency $H\psi_i=\varepsilon_i\psi_i$, so the last line equals
\begin{equation}
\sum_i f_i\varepsilon_i\,\frac{d}{d\mathbf R_I}\langle\psi_i|\psi_i\rangle=0,
\end{equation}
since the norm stays equal to one. In a finite basis the eigenvalue equation holds after projection on the basis. That suffices if the basis functions do not move, as with plane waves in a fixed cell, because $d\psi_i/d\mathbf R_I$ then lies in the basis. Functions attached to the ions would add a further term.

\textbf{Q.} What if the run is stopped early, or $H$ was built with $v_{\rm xc}[n_v]$ by mistake?

\textbf{A.} Then the orbitals are eigenstates of a Hamiltonian with some other potential $v_{\rm in}$ in place of $v_{\rm out}=v_{\rm H}[n_v]+v_{\rm xc}[n_v+n_c]$. Inserting $H=H_{\rm in}+v_{\rm out}-v_{\rm in}$ in the last line of (\ref{eq:deriv}) leaves
\begin{equation}
\int (v_{\rm out}-v_{\rm in})\,\frac{dn_v}{d\mathbf R_I}\,d\mathbf r ,
\end{equation}
which is of first order in the mismatch. For an early stop it shrinks with further iteration. For a missing core density in $H$ it stays.

\section{The sign and the real-space form}

\textbf{Q.} Then the extra force is minus the second term of (\ref{eq:deriv}). Where does the sign end up?

\textbf{A.} Two minus signs meet. Only $n_c^I$ depends on $\mathbf R_I$, and it does so through $\mathbf r-\mathbf R_I$, hence
\begin{equation}
\frac{\partial n_c^I(|\mathbf r-\mathbf R_I|)}{\partial\mathbf R_I}=-\nabla n_c^I(|\mathbf r-\mathbf R_I|),
\label{eq:chain}
\end{equation}
with $\nabla$ acting on $\mathbf r$. The force is $-dE/d\mathbf R_I$, so its core part is
\begin{equation}
\mathbf F_I^{\rm core}=+\int v_{\rm xc}(\mathbf r)\,\nabla n_c^I(|\mathbf r-\mathbf R_I|)\,d\mathbf r .
\label{eq:real}
\end{equation}
In a periodic system one integrates over all space with a single core, or over one cell with the core summed over its periodic images. The two are equal because $v_{\rm xc}$ is periodic.

\textbf{Q.} Near the ion, $v_{\rm xc}$ is dominated by that same core. Does the ion then push itself?

\textbf{A.} Not if its surroundings are symmetric. The gradient $\nabla n_c^I$ is odd about $\mathbf R_I$, so any part of $v_{\rm xc}$ that is even about $\mathbf R_I$ integrates to zero. An isolated spherical ion feels no such force, and neither does an ion in a uniform $v_{\rm xc}$. What remains measures the asymmetry of $v_{\rm xc}$ over the core.

Integration by parts shows the direction. The boundary term vanishes because the core density decays, and
\begin{equation}
\mathbf F_I^{\rm core}=-\int n_c^I\,\nabla v_{\rm xc}\,d\mathbf r
=-\int n_c^I\,\frac{dv_{\rm xc}}{dn}\,\nabla n\,d\mathbf r .
\label{eq:parts}
\end{equation}
The first form says that the core is pulled towards lower $v_{\rm xc}$, with its own density as the weight. The second form holds in the local density approximation (LDA), where $v_{\rm xc}$ at a point is a function of $n$ at that point.

\section{The reciprocal-space form}

\textbf{Q.} A plane-wave program holds Fourier coefficients. Where do the volume factors and the phase go?

\textbf{A.} They depend on the convention, which here is
\begin{equation}
f(\mathbf r)=\sum_{\mathbf G}f(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad
f(\mathbf G)=\frac1\Omega\int_\Omega f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d\mathbf r ,
\end{equation}
with cell volume $\Omega$. For the periodic sum of cores, the cell integral becomes an integral over all space of one core, since $e^{-i\mathbf G\cdot\mathbf T}=1$ for every lattice vector $\mathbf T$. Substituting $\mathbf r=\mathbf R_I+\mathbf s$ gives
\begin{equation}
n_c^I(\mathbf G)=\frac{e^{-i\mathbf G\cdot\mathbf R_I}}{\Omega}\,\tilde n_c^I(G),\qquad
\tilde n_c^I(G)=\int n_c^I(s)e^{-i\mathbf G\cdot\mathbf s}d\mathbf s .
\end{equation}
With $u$ the cosine of the angle between $\mathbf G$ and $\mathbf s$, the angular integral is $2\pi\int_{-1}^{1}e^{-iGsu}du=4\pi\sin(Gs)/(Gs)$, so
\begin{equation}
\tilde n_c^I(G)=4\pi\int_0^\infty s^2n_c^I(s)\frac{\sin Gs}{Gs}\,ds .
\label{eq:form}
\end{equation}
The gradient multiplies each coefficient by $i\mathbf G$. For real $v_{\rm xc}$, the integral of a product over the cell is
\begin{equation}
\int_\Omega v_{\rm xc}f\,d\mathbf r=\Omega\sum_{\mathbf G}v_{\rm xc}(\mathbf G)^*f(\mathbf G),
\end{equation}
because the cross terms between different $\mathbf G$ integrate to zero. With $f=\nabla n_c^I$ the factor $\Omega$ cancels:
\begin{equation}
\mathbf F_I^{\rm core}=\sum_{\mathbf G}i\mathbf G\,v_{\rm xc}(\mathbf G)^*\,\tilde n_c^I(G)\,e^{-i\mathbf G\cdot\mathbf R_I}.
\label{eq:recip}
\end{equation}

\textbf{Q.} There is an $i$ in front of a force.

\textbf{A.} The terms at $\mathbf G$ and $-\mathbf G$ are complex conjugates, because $v_{\rm xc}(-\mathbf G)=v_{\rm xc}(\mathbf G)^*$, and their sum is real. The term at $\mathbf G=0$ vanishes, so a constant added to $v_{\rm xc}$ has no effect.

A single wave checks the sign. Take $v_{\rm xc}=v_0\cos(\mathbf K\cdot\mathbf r)$, whose coefficients at $\pm\mathbf K$ are $v_0/2$. Equation (\ref{eq:recip}) gives
\begin{equation}
\tfrac12 v_0\tilde n_c^I(K)\,i\mathbf K\left(e^{-i\mathbf K\cdot\mathbf R_I}-e^{i\mathbf K\cdot\mathbf R_I}\right)
=v_0\tilde n_c^I(K)\,\mathbf K\sin(\mathbf K\cdot\mathbf R_I).
\end{equation}
This points away from the maxima of the wave if $v_0$ and $\tilde n_c^I(K)$ are positive, in agreement with (\ref{eq:parts}).

\section{Finite differences with the valence density frozen}

\textbf{Q.} I would like to see numbers from a case without symmetry.

\textbf{A.} Take two unlike model ions in a cubic cell of side 10 bohr, A at $(3,4,5)$ and B at $(6,6,6)$ bohr, sharing two valence electrons in one orbital. The local potentials are $-{\rm erf}(r/r_l)/r$ with $r_l=1.2$ bohr for A and 1.5 bohr for B. Each ion also has a nonlocal term $D|\beta\rangle\langle\beta|$, with $\beta$ a normalized Gaussian proportional to $e^{-r^2/2w^2}$, $w=1$ bohr, and $D=0.4$ and 0.2 hartree. The model cores are $a\,e^{-br^2}$, with $a=0.3$ bohr$^{-3}$, $b=1.0$ bohr$^{-2}$ for A and $a=0.1$ bohr$^{-3}$, $b=0.8$ bohr$^{-2}$ for B. The LDA calculation uses the Vosko--Wilk--Nusair parametrization, the $\Gamma$ point, 251 plane waves (cutoff 3 hartree) and a grid of $33^3$ points. The digits below belong to this basis and functional and serve to compare the formula with finite differences, which must agree in any fixed plane-wave basis. They are not converged values: raising the cutoff to 10 hartree moves the $x$ component of the core force on A from 0.01505 to 0.01517 hartree/bohr and the other $x$ components of the individual force terms on A by $1$ to $2\times10^{-4}$, and another LDA parametrization moves the core force by about $3\times10^{-5}$.

For a Gaussian core, (\ref{eq:form}) gives $\tilde n_c(G)=a(\pi/b)^{3/2}e^{-G^2/4b}$. At $G=0$ this is the core charge, $0.3\,\pi^{3/2}=1.67$ electrons for A. The sum (\ref{eq:recip}) yields, in hartree/bohr,
\begin{align}
\mathbf F_A^{\rm core}&=(0.015048,\;0.011290,\;0.005926),\nonumber\\
\mathbf F_B^{\rm core}&=(-0.008833,\;-0.006627,\;-0.003483).
\end{align}
The size of the first is 0.0197 hartree/bohr, or 1.01 eV/\AA. It points nearly along the vector $(3,2,1)$ from A to B. Its component along that line is
\begin{equation}
\frac{3(0.015048)+2(0.011290)+0.005926}{3.7417}=0.0197 .
\end{equation}

\textbf{Q.} And which energy do you difference to test this?

\textbf{A.} $E_{\rm xc}[n_v+n_c]$ alone, with $n_v$ kept as a fixed function of space while one core moves. This isolates the explicit dependence in (\ref{eq:chain}). A central difference has the expansion
\begin{equation}
D(h)=\frac{E(R+h)-E(R-h)}{2h}=E'+\frac{h^2}{6}E'''+O(h^4).
\end{equation}
For steps of 0.20, 0.10 and 0.05 bohr, the norm of the deviation of the force estimate $-D(h)$, taken along the three axes, from $\mathbf F_A^{\rm core}$ is $7.14\times10^{-5}$, $1.79\times10^{-5}$ and $4.47\times10^{-6}$ hartree/bohr. Each halving divides it by 4.0, as the $h^2$ term requires. The combination $[4D(h)-D(2h)]/3$ removes that term. With $h=0.02$ bohr its negative reproduces both core forces to all eight decimals that the program prints. The moving cores are summed over images in real space, so the test also covers the form factor and the phase.

\textbf{Q.} How far must the sum over $\mathbf G$ run?

\textbf{A.} No further than $\tilde n_c^I(G)$ reaches, since every term of (\ref{eq:recip}) carries it as a factor; the other factor, $v_{\rm xc}(\mathbf G)$, also affects how fast the sum converges. For A the form factor falls as $e^{-G^2/4}$, with $G$ in bohr$^{-1}$, and the decay of $v_{\rm xc}(\mathbf G)$ speeds the convergence further. Stopping at $G=2$, 4 and 6 bohr$^{-1}$ leaves errors of $2.7\times10^{-3}$, $4.3\times10^{-5}$ and $3.3\times10^{-7}$ hartree/bohr relative to the sum over the full grid. A narrower core has a larger $b$ and a form factor that extends further.

\section{Finite differences with the valence density relaxed}

\textbf{Q.} A real calculation relaxes $n_v$ after each displacement. Do the differences of $E_{\rm xc}$ still give the core force?

\textbf{A.} No. With relaxation,
\begin{equation}
-\frac{dE_{\rm xc}}{d\mathbf R_I}=\mathbf F_I^{\rm core}-\int v_{\rm xc}\frac{dn_v}{d\mathbf R_I}\,d\mathbf r .
\end{equation}
For the $x$ component on A the left side is 0.0232 hartree/bohr, against a core force of 0.0150. The difference is the second term, which cancels against the response of the other energies when the total is formed, as the last line of (\ref{eq:deriv}) showed.

The relaxed total energy must therefore be compared with the complete force. I leave out $E_{\rm ion}$ on both sides, since it is a separate function of the positions. The local, nonlocal and core terms for the $x$ component on A add up to
\begin{equation}
0.034966-0.031038+0.015048=0.018976\ \text{hartree/bohr},
\end{equation}
and differences of the self-consistent energy give 0.018976. Over the three components the largest deviation is $8\times10^{-8}$ hartree/bohr.

\textbf{Q.} Would one notice if the core term were forgotten in the force but kept in the energy?

\textbf{A.} Here, yes. The $x$ component would be $0.034966-0.031038=0.003928$ instead of 0.018976 hartree/bohr. In this model the local and nonlocal terms nearly cancel, which leaves the core term as the larger part of the electronic force on A. The proportion belongs to these parameters.

\textbf{Q.} Your two core forces do not cancel. The $x$ components add to $0.015048-0.008833=0.006215$. Is momentum being created?

\textbf{A.} No, because the valence density takes part in the balance. Shifting the whole density $n$ by a small vector $\mathbf a$ changes it by $-\mathbf a\cdot\nabla n$ and leaves $E_{\rm xc}$ unchanged. Hence $\int v_{\rm xc}\nabla n\,d\mathbf r=0$, and splitting $n$ gives
\begin{equation}
\sum_I\mathbf F_I^{\rm core}=\int v_{\rm xc}\nabla n_c\,d\mathbf r=-\int v_{\rm xc}\nabla n_v\,d\mathbf r .
\end{equation}
The right side, computed separately, has the $x$ component 0.006215. The complete electronic forces on A and B do sum to zero, because the electronic energy is unchanged when both ions are shifted together. In the calculation the sum is below $10^{-10}$ hartree/bohr. A net core force is thus no sign of an error. A net total force can come from a missing or wrong term, from a run stopped before self-consistency, where the last line of (\ref{eq:deriv}) does not yet vanish, or from a real-space grid too coarse for $E_{\rm xc}$, since the grid sum is only approximately invariant under a shift.

\section{Gradient corrections and spin}

\textbf{Q.} Does (\ref{eq:real}) survive in a generalized gradient approximation?

\textbf{A.} Yes, if $v_{\rm xc}$ is the full functional derivative. Let $E_{\rm xc}=\int f(n,\sigma)\,d\mathbf r$ with $\sigma=|\nabla n|^2$. Then $\delta\sigma=2\nabla n\cdot\nabla\delta n$, and integration by parts over the periodic cell gives
\begin{equation}
\delta E_{\rm xc}=\int\Big[\frac{\partial f}{\partial n}-\nabla\cdot\Big(2\frac{\partial f}{\partial\sigma}\nabla n\Big)\Big]\delta n\,d\mathbf r .
\end{equation}
The bracket is $v_{\rm xc}$, and $\delta n=-\delta\mathbf R_I\cdot\nabla n_c^I$ leads back to (\ref{eq:real}). With the PBE functional evaluated at the same frozen $n_v$, the $x$ component on A is 0.01347 hartree/bohr, both from the formula and from finite differences. Dropping the divergence term gives 0.01770, which is 31\% too large.

\textbf{Q.} And when the valence electrons are spin-polarized?

\textbf{A.} An unpolarized core contributes $n_c/2$ to each spin density. The variation is $\int(v_\uparrow\delta n_\uparrow+v_\downarrow\delta n_\downarrow)\,d\mathbf r$ with $\delta n_\uparrow=\delta n_\downarrow=\delta n_c/2$, so $v_{\rm xc}$ in (\ref{eq:real}) and (\ref{eq:recip}) is replaced by the mean $(v_\uparrow+v_\downarrow)/2$. To test this, the frozen $n_v$ was split into spin densities $n_v(1\pm\zeta)/2$ with an imposed $\zeta=0.6\sin(2\pi x/L)$, where $L$ is the cell side. The formula and the finite differences both give 0.01507 hartree/bohr for the $x$ component on A. The numerical check contains the remaining components.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell side: 10.0 bohr; grid points per side: 33
cutoff: 3.0 hartree; plane waves: 251
ion A position (bohr): 3.0 4.0 5.0
  Z = 1.0, local radius = 1.2 bohr
  nonlocal strength = 0.4 hartree, width = 1.0 bohr
  core amplitude = 0.3 bohr^-3, exponent = 1.0 bohr^-2
  core charge = 1.67050 electrons
ion B position (bohr): 6.0 6.0 6.0
  Z = 1.0, local radius = 1.5 bohr
  nonlocal strength = 0.2 hartree, width = 1.0 bohr
  core amplitude = 0.1 bohr^-3, exponent = 0.8 bohr^-2
  core charge = 0.77820 electrons
distance A-B: 3.7417 bohr
valence electrons: 2.000000
smallest valence density: 3.47e-04 bohr^-3
largest valence density: 0.01446 bohr^-3
electronic energy without ion-ion: -1.140857 hartree
xc energy, valence + core: -1.205202 hartree
Forces in hartree/bohr, components x y z
core force A, G sum: 0.01504846 0.01128964 0.00592559
core force A, real-space integral: 0.01504846 0.01128964 0.00592559
core force A, by parts: 0.01504846 0.01128964 0.00592559
core force A, frozen differences: 0.01504846 0.01128964 0.00592559
core force B, G sum: -0.00883349 -0.00662695 -0.00348299
core force B, frozen differences: -0.00883349 -0.00662695 -0.00348299
central difference, step 0.20 bohr: error 7.141e-05
central difference, step 0.10 bohr: error 1.788e-05
central difference, step 0.05 bohr: error 4.473e-06
G sum up to 2 bohr^-1: error 2.72e-03
G sum up to 4 bohr^-1: error 4.29e-05
G sum up to 6 bohr^-1: error 3.27e-07
G sum up to 8 bohr^-1: error 9.23e-11
local force A: 0.034966 0.027357 0.014656
nonlocal force A: -0.031038 -0.023855 -0.012642
local + nonlocal + core, A: 0.018976 0.014791 0.007939
relaxed energy differences, A: 0.018976 0.014791 0.007939
largest deviation of these two: 8.4e-08
error if core force is omitted, A (norm): 0.019724
relaxed differences of E_xc alone, A: 0.023166 0.016791 0.008642
sum of core forces A + B: 0.006215 0.004663 0.002443
minus integral v_xc grad n_val: 0.006215 0.004663 0.002443
largest component of total A + B: 3.4e-11
PBE core force A, full v_xc: 0.013472 0.010191 0.005368
PBE core force A, differences: 0.013472 0.010191 0.005368
PBE core force A, gradient part left out: 0.017697 0.012892 0.006676
spin-polarized core force A, mean v_xc: 0.015067 0.011132 0.005843
spin-polarized core force A, differences: 0.015067 0.011132 0.005843
size of core force A: 0.019724 hartree/bohr = 1.0142 eV/angstrom
\end{verbatim}
